**Duty-averaged rates of a switched two-state trap**

The program tests that a trap with periodic capture rate $c(t)$ and emission rate $e(t)$ has occupancy $\bar c/(\bar c+\bar e)$ and noise corner $(\bar c+\bar e)/2\pi$ when $(\bar c+\bar e)T\ll1$, where bars denote averages over the gate period $T$. For a two-level gate it builds the periodic state and the phase-averaged spectrum from matrix propagators, and asserts agreement with the averaged formulas, the leading ripple and the stated error bound. For a smooth gate waveform it asserts the decay factor over one period, the weighted-mean identity and the bound on the ripple. At 1 MHz and half duty both routes give an occupancy of 0.2817 and a corner of 113.0 Hz. A simulation of 4000 random telegraph trajectories, with $(\bar c+\bar e)T=0.20$, gives 0.2829 and 115.5 Hz, within the asserted tolerances. The output also sizes the effects of gate edges, of a temperature error and of a metastable state in capture. For the illustrative rates chosen, the metastable state lowers the switched occupancy to 0.11.

## Program and output

```python
# RESULT UNDER TEST
# A two-state trap (n = 0 empty, n = 1 occupied) has capture rate c(t) and
# emission rate e(t), both following a periodic gate of period T.
# If (mean c + mean e) * T << 1, then with period-averaged rates cbar, ebar:
#   occupancy         pbar = cbar / (cbar + ebar)
#   noise corner      f_c  = (cbar + ebar) / (2 pi)
#   one-sided noise   S(f) = 4 pbar (1-pbar) L / (L^2 + (2 pi f)^2), L = cbar+ebar
# Rates are in 1/s, times in s, frequencies in Hz, spectra of n in 1/Hz.
# "duty" is the fraction of the period spent at the on bias.
import numpy as np
from scipy.constants import k as k_boltzmann, e as q_electron
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

# Round model inputs, rough regime of a slow oxide trap in a Si/SiO2 transistor
c_on, e_on = 400.0, 20.0
c_off, e_off = 0.02, 1000.0
temperature = 300.0
gate_frequency = 1.0e6
duty = 0.5
kT = k_boltzmann * temperature / q_electron  # eV


def averaged_result(duty):
    cbar = duty * c_on + (1 - duty) * c_off
    ebar = duty * e_on + (1 - duty) * e_off
    total = cbar + ebar
    return cbar, ebar, total, cbar / total, total / (2 * np.pi)


def lorentzian(f, p, total):
    return 4 * p * (1 - p) * total / (total**2 + (2 * np.pi * f)**2)


def generator(c, e):
    # columns: state left, rows: state entered; order (empty, occupied)
    return np.array([[-c, e], [c, -e]])


GEN_ON, GEN_OFF = generator(c_on, e_on), generator(c_off, e_off)


def periodic_state(duty, period, nodes=12):
    """Periodic occupancy from matrix propagators, no averaging of rates.
    Returns p at start of on, p at end of on, and a list of phase samples
    (segment index, time left in segment, weight, occupancy)."""
    lengths = (duty * period, (1 - duty) * period)
    full = expm(GEN_OFF * lengths[1]) @ expm(GEN_ON * lengths[0])
    p_start = full[1, 0] / (full[1, 0] + full[0, 1])
    p_end = (expm(GEN_ON * lengths[0]) @ [1 - p_start, p_start])[1]
    x, w = np.polynomial.legendre.leggauss(nodes)
    samples = []
    for seg, (gen, p0) in enumerate(((GEN_ON, p_start), (GEN_OFF, p_end))):
        for xi, wi in zip(x, w):
            elapsed = 0.5 * (xi + 1) * lengths[seg]
            p = (expm(gen * elapsed) @ [1 - p0, p0])[1]
            weight = 0.5 * wi * lengths[seg] / period
            samples.append((seg, lengths[seg] - elapsed, weight, p))
    return p_start, p_end, samples


def mean_occupancy(duty, period, nodes=12):
    return sum(w * p for _, _, w, p in periodic_state(duty, period, nodes)[2])


def make_spectrum(duty, period):
    """Phase-averaged one-sided spectrum from the full periodic Markov process."""
    samples = periodic_state(duty, period)[2]
    occupied_row = np.array([0.0, 1.0])
    identity = np.eye(2)

    def segment(gen, s, length):
        a = gen - s * identity
        prop = expm(a * length)
        return prop, np.linalg.solve(a, prop - identity)

    def spectrum(f):
        s = 2j * np.pi * f
        prop1, int1 = segment(GEN_ON, s, duty * period)
        prop2, int2 = segment(GEN_OFF, s, (1 - duty) * period)
        rhs = occupied_row @ int1 + occupied_row @ int2 @ prop1
        row_on = np.linalg.solve((identity - prop2 @ prop1).T, rhs)
        row_off = occupied_row @ int2 + row_on @ prop2
        total = 0.0
        for seg, left, weight, p in samples:
            gen, following = ((GEN_ON, row_off), (GEN_OFF, row_on))[seg]
            prop, integral = segment(gen, s, left)
            row = occupied_row @ integral + following @ prop
            start = p * (1 - p) * np.array([-1.0, 1.0])
            total += weight * (row @ start)
        return 4 * total.real
    return spectrum


def half_power_corner(duty, period):
    guess = averaged_result(duty)[4]
    spectrum = make_spectrum(duty, period)
    plateau = spectrum(1e-3 * guess)
    corner = brentq(lambda f: spectrum(f) / plateau - 0.5,
                    0.2 * guess, 5 * guess, rtol=1e-10)
    return corner, plateau


cbar, ebar, total, pbar, corner = averaged_result(duty)
period = 1 / gate_frequency
eps = total * period

# --- Smooth gate waveform: exact identities and the ripple bound
smooth_period = 0.3 / total


def smooth_rates(t):
    v = 0.5 * (1 + np.sin(2 * np.pi * t / smooth_period))
    return c_on**v * c_off**(1 - v), e_on**v * e_off**(1 - v)


def master(t, p):
    c, e = smooth_rates(t)
    return c - (c + e) * p


grid = np.linspace(0, smooth_period, 4001)
sol = solve_ivp(master, (0, smooth_period), [0.0, 1.0], method="DOP853",
                t_eval=grid, rtol=1e-11, atol=1e-13,
                max_step=smooth_period / 200)
decay = sol.y[1, -1] - sol.y[0, -1]
p_begin = sol.y[0, -1] / (1 - decay)
p_smooth = sol.y[0] + p_begin * (sol.y[1] - sol.y[0])
c_s, e_s = smooth_rates(grid)
c_mean, e_mean = c_s[:-1].mean(), e_s[:-1].mean()
p_pred = c_mean / (c_mean + e_mean)
assert abs(decay - np.exp(-(c_mean + e_mean) * smooth_period)) < 1e-8
weights = (c_s + e_s)[:-1]
assert abs(np.sum(weights * p_smooth[:-1]) / weights.sum() - p_pred) < 1e-6
smooth_dev = np.max(np.abs(p_smooth - p_pred))
smooth_bound = smooth_period * min(c_mean, e_mean)
assert smooth_dev <= smooth_bound

# --- Two-level gate: ripple and order of the mean-occupancy error
def ripple_formula(duty, period):
    return (duty * (1 - duty) * period
            * abs(c_on * e_off - c_off * e_on) / averaged_result(duty)[2])


for d in (0.25, 0.5, 0.75):
    a, b, _ = periodic_state(d, 1e-5)
    assert abs(abs(b - a) / ripple_formula(d, 1e-5) - 1) < 1e-3
error_long = mean_occupancy(duty, 2e-4) - pbar
error_short = mean_occupancy(duty, 1e-4) - pbar
order_ratio = error_long / error_short
assert 3.7 < order_ratio < 4.3

# --- Full spectrum against the Lorentzian and its error bound
for fg in (1e4, 1e5, 1e6):
    small = total / fg
    spectrum = make_spectrum(duty, 1 / fg)
    limit = lorentzian(0, pbar, total) * ((1 + 2 * small) * np.exp(small) - 1)
    for f in corner * np.array([0.1, 1.0, 3.0]):
        assert abs(spectrum(f) - lorentzian(f, pbar, total)) <= limit
exact_corner, exact_plateau = half_power_corner(duty, period)
assert abs(exact_corner / corner - 1) < 1e-4
assert abs(exact_plateau / lorentzian(0, pbar, total) - 1) < 1e-4
assert abs(mean_occupancy(duty, period) - pbar) < 1e-5

# --- Slow switching must give the plain duty average of static occupancies
p_on, p_off = c_on / (c_on + e_on), c_off / (c_off + e_off)
plain_average = duty * p_on + (1 - duty) * p_off
slow_mean = mean_occupancy(duty, 1.0, nodes=200)
assert abs(slow_mean - plain_average) < 0.005

# --- Random telegraph trajectories and their periodogram
rng = np.random.default_rng(7)
copies, per_period, periods, burn = 4000, 20, 300, 600
sim_period = 0.2 / total
dt = sim_period / per_period
steps = per_period * periods
occupied = rng.random(copies) < pbar
record = np.empty((steps, copies), dtype=np.float32)
for i in range(-burn, steps):
    is_on = (i % per_period) < duty * per_period
    c, e = (c_on, e_on) if is_on else (c_off, e_off)
    jump = rng.random(copies) < np.where(occupied, e * dt, c * dt)
    occupied = occupied ^ jump
    if i >= 0:
        record[i] = occupied
sim_mean = float(record.mean(dtype=np.float64))
record -= np.float32(pbar)
omega = 2 * np.pi * np.arange(1, 21) / (steps * dt)
phase = np.outer(omega, np.arange(steps) * dt)
power = ((np.cos(phase).astype(np.float32) @ record)**2
         + (np.sin(phase).astype(np.float32) @ record)**2).mean(axis=1)
sim_spectrum = 2 * dt * power.astype(float) / steps
slope, intercept = np.polyfit((omega / total)**2, 1 / sim_spectrum, 1,
                              w=sim_spectrum)
sim_corner = corner * np.sqrt(intercept / slope)
sim_plateau = 1 / intercept
# tolerances cover sampling noise, finite record and finite time step
assert abs(sim_mean - pbar) < 0.01
assert abs(sim_corner / corner - 1) < 0.06
assert abs(sim_plateau / lorentzian(0, pbar, total) - 1) < 0.06

# --- Neglected effect 1: finite gate edges, rates interpolated in logarithm
edge = 20e-9
t = (np.arange(200000) + 0.5) / 200000 * period
half = edge / 2
v = np.interp(t, [0, half, duty * period - half, duty * period + half,
                  period - half, period], [0.5, 1, 1, 0, 0, 0.5])
c_edge = np.mean(c_on**v * c_off**(1 - v))
e_edge = np.mean(e_on**v * e_off**(1 - v))
p_edge = c_edge / (c_edge + e_edge)
corner_edge = (c_edge + e_edge) / (2 * np.pi)

# --- Neglected effect 2: temperature error, common activation energy
activation, warming = 0.5, 10.0
heat_factor = np.exp(activation * q_electron / k_boltzmann
                     * (1 / temperature - 1 / (temperature + warming)))

# --- Neglected effect 3: capture through a metastable occupied state
# order: empty, metastable, stable; static effective capture rates are kept
settle, back_on, back_off = 1e4, 1e4, 1e5


def three_state(c, e, back):
    enter = c * (back + settle) / settle
    return np.array([[-enter, back, e],
                     [enter, -back - settle, 0.0],
                     [0.0, settle, -e]])


def stationary(matrix):
    rows = np.vstack([matrix, np.ones(3)])
    return np.linalg.lstsq(rows, np.array([0, 0, 0, 1.0]), rcond=None)[0]


g3_on = three_state(c_on, e_on, back_on)
g3_off = three_state(c_off, e_off, back_off)
g3_mean = duty * g3_on + (1 - duty) * g3_off
p3_static = 1 - stationary(g3_on)[0]
p3_average = 1 - stationary(g3_mean)[0]
cycle = expm(g3_off * (1 - duty) * period) @ expm(g3_on * duty * period)
p3_cycle = 1 - stationary(cycle - np.eye(3))[0]
slowest = np.sort(np.abs(np.linalg.eigvals(g3_mean)))[1]
assert abs(p3_static - p_on) < 0.01
assert abs(p3_cycle - p3_average) < 0.005
assert abs(p3_cycle - pbar) > 0.1

# --- Printed numbers
print(f"temperature {temperature:.0f} K, kT {kT:.5f} eV")
print(f"on:  capture {c_on:.0f} /s, emission {e_on:.0f} /s")
print(f"off: capture {c_off:.2f} /s, emission {e_off:.0f} /s")
level_on, level_off = kT * np.log(e_on / c_on), kT * np.log(e_off / c_off)
print(f"effective trap level minus Fermi level, on  {level_on:.3f} eV")
print(f"effective trap level minus Fermi level, off {level_off:.3f} eV")
print(f"static occupancy on {p_on:.4f}, off {p_off:.2e}")
print(f"static corner on {(c_on+e_on)/(2*np.pi):.2f} Hz,"
      f" off {(c_off+e_off)/(2*np.pi):.2f} Hz")
print(f"gate frequency {gate_frequency/1e6:.1f} MHz, duty {duty:.2f}")
print(f"averaged capture {cbar:.2f} /s, emission {ebar:.2f} /s")
print(f"sum of averaged rates {total:.2f} /s, times period {eps:.3e}")
print(f"occupancy, averaged rates {pbar:.5f}")
print(f"occupancy, full periodic process {mean_occupancy(duty, period):.5f}")
print(f"plain duty average of static occupancies {plain_average:.4f}")
print(f"corner, averaged rates {corner:.3f} Hz")
print(f"corner, full periodic process {exact_corner:.3f} Hz")
print(f"noise plateau, averaged rates {lorentzian(0,pbar,total):.4e} /Hz")
print(f"noise plateau, full process {exact_plateau:.4e} /Hz")
print(f"peak-to-peak ripple at 1 MHz {ripple_formula(duty, period):.3e}")
print(f"bound on deviation at 1 MHz {period*min(cbar, ebar):.3e}")
print("duty sweep at 1 MHz: duty, occupancy, corner Hz, full corner Hz")
for d in (0.25, 0.5, 0.75):
    _, _, _, p_d, f_d = averaged_result(d)
    print(f"  {d:.2f}  {p_d:.4f}  {f_d:.2f}  {half_power_corner(d, period)[0]:.2f}")
print("slower gate: kHz, rate sum x period, mean occupancy, corner Hz")
for fg in (1e4, 1e3):
    print(f"  {fg/1e3:.0f}  {total/fg:.3f}  {mean_occupancy(duty, 1/fg):.4f}"
          f"  {half_power_corner(duty, 1/fg)[0]:.2f}")
print(f"mean occupancy with gate at 1 Hz {slow_mean:.4f}")
print(f"mean-error ratio on doubling the period {order_ratio:.3f}")
print(f"smooth gate: deviation {smooth_dev:.4f}, bound {smooth_bound:.4f}")
print(f"simulation: {copies} traps, rate sum x period {total*sim_period:.2f}")
print(f"simulation: occupancy {sim_mean:.4f}, corner {sim_corner:.1f} Hz")
print(f"simulation: plateau {sim_plateau:.3e} /Hz")
print(f"gate edges {edge*1e9:.0f} ns: occupancy {p_edge:.4f},"
      f" corner {corner_edge:.2f} Hz")
print(f"warming {warming:.0f} K, activation {activation:.1f} eV:"
      f" corner x {heat_factor:.2f}, {corner*heat_factor:.0f} Hz")
print(f"metastable state: settling {settle:.0e} /s,"
      f" return on {back_on:.0e}, off {back_off:.0e} /s")
print(f"metastable state: static on occupancy {p3_static:.4f}")
print(f"metastable state: switched occupancy {p3_cycle:.4f},"
      f" averaged generator {p3_average:.4f}")
print(f"metastable state: slowest rate / 2 pi {slowest/(2*np.pi):.2f} Hz")
print("all good")
```

It prints:

```
temperature 300 K, kT 0.02585 eV
on:  capture 400 /s, emission 20 /s
off: capture 0.02 /s, emission 1000 /s
effective trap level minus Fermi level, on  -0.077 eV
effective trap level minus Fermi level, off 0.280 eV
static occupancy on 0.9524, off 2.00e-05
static corner on 66.85 Hz, off 159.16 Hz
gate frequency 1.0 MHz, duty 0.50
averaged capture 200.01 /s, emission 510.00 /s
sum of averaged rates 710.01 /s, times period 7.100e-04
occupancy, averaged rates 0.28170
occupancy, full periodic process 0.28170
plain duty average of static occupancies 0.4762
corner, averaged rates 113.002 Hz
corner, full periodic process 113.002 Hz
noise plateau, averaged rates 1.1400e-03 /Hz
noise plateau, full process 1.1400e-03 /Hz
peak-to-peak ripple at 1 MHz 1.408e-04
bound on deviation at 1 MHz 2.000e-04
duty sweep at 1 MHz: duty, occupancy, corner Hz, full corner Hz
  0.25  0.1170  136.08  136.08
  0.50  0.2817  113.00  113.00
  0.75  0.5310  89.92  89.92
slower gate: kHz, rate sum x period, mean occupancy, corner Hz
  10  0.071  0.2817  113.00
  1  0.710  0.2834  113.01
mean occupancy with gate at 1 Hz 0.4749
mean-error ratio on doubling the period 3.999
smooth gate: deviation 0.0121, bound 0.0312
simulation: 4000 traps, rate sum x period 0.20
simulation: occupancy 0.2829, corner 115.5 Hz
simulation: plateau 1.122e-03 /Hz
gate edges 20 ns: occupancy 0.2793, corner 110.33 Hz
warming 10 K, activation 0.5 eV: corner x 1.87, 211 Hz
metastable state: settling 1e+04 /s, return on 1e+04, off 1e+05 /s
metastable state: static on occupancy 0.9525
metastable state: switched occupancy 0.1124, averaged generator 0.1126
metastable state: slowest rate / 2 pi 90.99 Hz
all good
```
